# Square-root tracer motion in a strictly single-file dislocation core: a program that tests the result

```python
"""Single-file tracer motion in a dislocation core.

Result under test: on a row of sites (spacing a, filled fraction c), with jumps
into empty neighbours at rate Gamma per direction, no passing and no exchange
with the lattice, the tracer mean-square displacement (MSD) tends to
    a^2 * (1-c)/c * E|W|,   E|W| -> 2 sqrt(Gamma t/pi),
where W is the displacement (in sites) of one free walker.
Also tested: vacancy escape at rate k, or passing of neighbours, restores an
MSD linear in time. In the tests a = 1 and Gamma = 1, so time means Gamma*t.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.sparse import csr_matrix
from scipy.sparse.linalg import expm_multiply
from scipy.special import erfc, ive


def mean_abs_walk(time):
    """E|W| of a free walker with unit jump rate in each direction."""
    s = 2.0 * time
    return s * (ive(0, s) + ive(1, s))


def exchange_sum(time, k):
    """MSD / vacancy fraction for few vacancies that escape at rate k."""
    def integrand(s):
        return np.exp(-k * s) * 2 * ive(0, 2 * s) * (1 + k * (time - s))
    cut = min(time, 20.0 / k)
    first = quad(integrand, 0, cut, limit=300)[0]
    rest = quad(integrand, cut, time, limit=300)[0] if cut < time else 0.0
    return first + rest


def correlation_factor(k):
    return 1.0 / np.sqrt(1.0 + 4.0 / k)


def crossing_variance(n_sites, c, time):
    """Variance of net crossings of the middle bond, from the full generator."""
    n_states = 2**n_sites
    states = np.arange(n_states)
    rows, cols, vals = [], [], []
    for bond in range(n_sites - 1):
        differ = ((states >> bond) ^ (states >> (bond + 1))) & 1
        active = states[differ == 1]
        swapped = active ^ (3 << bond)
        rows += [active, active]
        cols += [swapped, active]
        vals += [np.ones(active.size), -np.ones(active.size)]
    generator = csr_matrix(
        (np.concatenate(vals), (np.concatenate(rows), np.concatenate(cols))),
        shape=(n_states, n_states))
    bits = (states[:, None] >> np.arange(n_sites)) & 1
    filled = bits.sum(axis=1)
    weight = c**filled * (1 - c)**(n_sites - filled)
    right = bits[:, n_sites // 2:].sum(axis=1).astype(float)
    later = expm_multiply(generator * time, np.column_stack([right, right**2]))
    return np.sum(weight * (later[:, 1] + right**2 - 2 * right * later[:, 0]))


EMPTY, NEWCOMER = -30000, 10000


def simulate(c, sample_times, seed, k=0.0, passing=0.0):
    """MSD of labelled atoms on many rings; each site stores a displacement.

    At each step one of the two bond sublattices is drawn at random and each
    of its bonds may act with probability p, so one step lasts p/2.
    Atoms that entered from the lattice are not counted as tracers.
    """
    rng = np.random.default_rng(seed)
    p, rings, half = 0.25, 1200, 128
    shape = (rings, half)
    sub = [np.where(rng.random(shape) < c, 0, EMPTY).astype(np.int16)
           for _ in range(2)]
    sample_steps = [int(round(2 * t / p)) for t in sample_times]
    result = []
    for step in range(1, max(sample_steps) + 1):
        odd = int(rng.integers(2))
        left = sub[1] if odd else sub[0]
        right = np.roll(sub[0], -1, axis=1) if odd else sub[1]
        left_empty, right_empty = left == EMPTY, right == EMPTY
        draw = rng.random(shape, dtype=np.float32)
        swap = (draw < p) & (left_empty ^ right_empty)
        if passing > 0:
            swap |= (draw < p * passing) & ~(left_empty | right_empty)
        where = np.nonzero(swap)
        old_left, old_right = left[where], right[where]
        left[where] = np.where(old_right == EMPTY, EMPTY, old_right - 1)
        right[where] = np.where(old_left == EMPTY, EMPTY, old_left + 1)
        if odd:
            sub = [np.roll(right, 1, axis=1), left]
        else:
            sub = [left, right]
        if k > 0:
            fill = k * p / 2
            for site in sub:
                draw = rng.random(shape, dtype=np.float32)
                vacant = site == EMPTY
                leaves = ~vacant & (draw < fill * (1 - c) / c)
                site[vacant & (draw < fill)] = NEWCOMER
                site[leaves] = EMPTY
        if step in sample_steps:
            values = np.concatenate([site.ravel() for site in sub])
            tracers = values[np.abs(values) < 5000].astype(float)
            result.append(np.mean(tracers**2))
    return result


# Free walker: closed form against the explicit sum, then its long-time limit
r = np.arange(1, 200)
walk_sum = np.sum(2 * r * ive(r, 2 * 30.0))
assert abs(walk_sum / mean_abs_walk(30.0) - 1) < 1e-10
assert abs(mean_abs_walk(1e4) / (2 * np.sqrt(1e4 / np.pi)) - 1) < 1e-4

# Crossing variance; the short row has end effects far below the tolerance
var_exact = crossing_variance(12, 0.3, 0.5)
var_formula = 0.3 * 0.7 * mean_abs_walk(0.5)
assert abs(var_exact / var_formula - 1) < 1e-4

# Strict single file: sampling error is about 2 to 3 percent, and the
# finite-time correction is of order one site squared at half filling
T = 100.0
half_early, half_late = simulate(0.5, [T / 4, T], seed=1)
half_law = mean_abs_walk(T)
exponent = np.log(half_late / half_early) / np.log(4.0)
assert abs(half_late / half_law - 1) < 0.10
assert abs(exponent - 0.5) < 0.06
dense = simulate(0.95, [T], seed=2)[0]
dense_law = 0.05 / 0.95 * mean_abs_walk(T)
assert abs(dense / dense_law - 1) < 0.10

# Vacancy exchange: formula holds to first order in the vacancy fraction 0.02
k_test = 0.1
exch = simulate(0.98, [T], seed=3, k=k_test)[0]
exch_law = 0.02 * exchange_sum(T, k_test)
exch_strict = 0.02 / 0.98 * mean_abs_walk(T)
assert abs(exch / exch_law - 1) < 0.08
slope = (exchange_sum(400.0, k_test) - exchange_sum(300.0, k_test)) / 100.0
assert abs(slope / (2 * correlation_factor(k_test)) - 1) < 1e-5

# Rare passing adds a linear term
pass_ratio = 0.004
passed = simulate(0.95, [T], seed=4, passing=pass_ratio)[0]
pass_law = dense_law + 2 * 0.95 * pass_ratio * T
assert abs(passed / pass_law - 1) < 0.10

# Worked example: rough values in the regime of an aluminium core
a_nm, temp, attempt = 0.286, 600.0, 1e13
e_form, e_move, e_escape = 0.55, 0.50, 0.72
t_obs, pipe_um = 1e-2, 10.0
kT = constants.k * temp / constants.e
gamma = attempt * np.exp(-e_move / kT)
c_v = np.exp(-e_form / kT)
k_esc = attempt * np.exp(-e_escape / kT)
msd_fick = 2 * gamma * c_v * t_obs
msd_file = c_v / (1 - c_v) * mean_abs_walk(gamma * t_obs)
f_corr = correlation_factor(k_esc / gamma)
msd_exch = msd_fick * f_corr
t_cross = 4 / (np.pi * k_esc)
msd_cross = c_v * 2 * np.sqrt(gamma * t_cross / np.pi)
stay = np.exp(-k_esc * c_v * t_obs)
vac_um = np.sqrt(2 * gamma * t_obs) * a_nm * 1e-3
end_bound = 2 * erfc(pipe_um / 2 / (vac_um * np.sqrt(2)))
vac_number = c_v * pipe_um * 1e3 / a_nm
mobility = 2 * a_nm**2 * c_v * np.sqrt(gamma / np.pi)
barrier_escape = kT * np.log(attempt * np.pi * t_obs / 4)
rate_pass = msd_file / (2 * t_obs)
barrier_pass = kT * np.log(attempt / rate_pass)
assert k_esc * t_obs > 1e3      # long-time exchange law is applicable
assert end_bound < 1e-3         # pipe ends do not matter at t_obs

print("TESTS (a = 1, Gamma = 1)")
print(f"Crossing variance, full generator: {var_exact:.6f}")
print(f"Crossing variance, formula: {var_formula:.6f}")
print(f"Simulation time Gamma*t: {T:.0f}")
print(f"MSD c=0.50, simulated: {half_late:.2f} a^2")
print(f"MSD c=0.50, single-file law: {half_law:.2f} a^2")
print(f"MSD c=0.50, Fickian guess: {2 * 0.5 * T:.0f} a^2")
print(f"Time exponent c=0.50, simulated: {exponent:.3f}")
print(f"MSD c=0.95, simulated: {dense:.3f} a^2")
print(f"MSD c=0.95, single-file law: {dense_law:.3f} a^2")
print(f"Exchange test, k/Gamma: {k_test:.2f}, c = 0.98")
print(f"MSD with exchange, simulated: {exch:.3f} a^2")
print(f"MSD with exchange, formula: {exch_law:.3f} a^2")
print(f"MSD same c, no exchange, law: {exch_strict:.3f} a^2")
print(f"Passing test, Gamma_x/Gamma: {pass_ratio:.3f}, c = 0.95")
print(f"MSD with passing, simulated: {passed:.3f} a^2")
print(f"MSD with passing, formula: {pass_law:.3f} a^2")
print("EXAMPLE (rough aluminium-like core)")
print(f"Site spacing: {a_nm:.3f} nm")
print(f"Temperature: {temp:.0f} K, kT: {kT:.5f} eV")
print(f"Attempt rate: {attempt:.1e} 1/s")
print(f"Core vacancy formation energy: {e_form:.2f} eV")
print(f"Core migration barrier: {e_move:.2f} eV")
print(f"Escape barrier to lattice: {e_escape:.2f} eV")
print(f"Observation time: {t_obs * 1e3:.0f} ms")
print(f"Pipe length: {pipe_um:.0f} um")
print(f"Jump rate Gamma: {gamma:.3e} 1/s")
print(f"Core vacancy fraction: {c_v:.3e}")
print(f"Single-file mobility MSD/sqrt(t): {mobility:.4f} nm^2/s^0.5")
print(f"MSD Fickian guess: {msd_fick:.1f} a^2")
print(f"MSD strict single file: {msd_file:.4f} a^2")
print(f"MSD ratio Fickian/single file: {msd_fick / msd_file:.0f}")
print(f"rms Fickian guess: {a_nm * np.sqrt(msd_fick):.2f} nm")
print(f"rms strict single file: {a_nm * np.sqrt(msd_file):.4f} nm")
print("NEGLECTED EFFECTS")
print(f"Vacancy escape rate k: {k_esc:.3e} 1/s")
print(f"Crossover time 4/(pi k): {t_cross * 1e6:.3f} us")
print(f"Single-file MSD at crossover: {msd_cross:.2e} a^2")
print(f"Correlation factor with exchange: {f_corr:.4f}")
print(f"MSD with exchange: {msd_exch:.2f} a^2")
print(f"rms with exchange: {a_nm * np.sqrt(msd_exch):.2f} nm")
print(f"Chance that tracer stays in core: {stay:.3f}")
print(f"rms vacancy path: {vac_um:.3f} um")
print(f"Bound, mid-pipe vacancy reaches an end: {end_bound:.1e}")
print(f"Mean number of vacancies in pipe: {vac_number:.2f}")
print(f"MSD factor for 0.05 eV in formation: {np.exp(0.05 / kT):.2f}")
print(f"Escape barrier for crossover at t: {barrier_escape:.2f} eV")
print(f"Passing rate giving equal MSD at t: {rate_pass:.2f} 1/s")
print(f"Passing barrier for that rate: {barrier_pass:.2f} eV")
print("all good")
```

Running it gives:

```
TESTS (a = 1, Gamma = 1)
Crossing variance, full generator: 0.141471
Crossing variance, formula: 0.141471
Simulation time Gamma*t: 100
MSD c=0.50, simulated: 10.86 a^2
MSD c=0.50, single-file law: 11.28 a^2
MSD c=0.50, Fickian guess: 100 a^2
Time exponent c=0.50, simulated: 0.509
MSD c=0.95, simulated: 0.586 a^2
MSD c=0.95, single-file law: 0.594 a^2
Exchange test, k/Gamma: 0.10, c = 0.98
MSD with exchange, simulated: 0.673 a^2
MSD with exchange, formula: 0.655 a^2
MSD same c, no exchange, law: 0.230 a^2
Passing test, Gamma_x/Gamma: 0.004, c = 0.95
MSD with passing, simulated: 1.425 a^2
MSD with passing, formula: 1.354 a^2
EXAMPLE (rough aluminium-like core)
Site spacing: 0.286 nm
Temperature: 600 K, kT: 0.05170 eV
Attempt rate: 1.0e+13 1/s
Core vacancy formation energy: 0.55 eV
Core migration barrier: 0.50 eV
Escape barrier to lattice: 0.72 eV
Observation time: 10 ms
Pipe length: 10 um
Jump rate Gamma: 6.312e+08 1/s
Core vacancy fraction: 2.400e-05
Single-file mobility MSD/sqrt(t): 0.0557 nm^2/s^0.5
MSD Fickian guess: 303.0 a^2
MSD strict single file: 0.0680 a^2
MSD ratio Fickian/single file: 4453
rms Fickian guess: 4.98 nm
rms strict single file: 0.0746 nm
NEGLECTED EFFECTS
Vacancy escape rate k: 8.959e+06 1/s
Crossover time 4/(pi k): 0.142 us
Single-file MSD at crossover: 2.56e-04 a^2
Correlation factor with exchange: 0.0595
MSD with exchange: 18.02 a^2
rms with exchange: 1.21 nm
Chance that tracer stays in core: 0.116
rms vacancy path: 1.016 um
Bound, mid-pipe vacancy reaches an end: 1.7e-06
Mean number of vacancies in pipe: 0.84
MSD factor for 0.05 eV in formation: 2.63
Escape barrier for crossover at t: 1.30 eV
Passing rate giving equal MSD at t: 3.40 1/s
Passing barrier for that rate: 1.48 eV
all good
```
